# Electron wind force and slow-ion friction in jellium: a numerical check

```python
"""
Result under test: an ion at rest in an electron gas drifting at velocity v feels
the wind force F = eta*v, where eta is the friction coefficient of the same ion
moving slowly through the gas at rest, and eta = n * hbar * kF * sigma_tr(kF).
Symbols: n electron density, kF Fermi wave number, sigma_tr transport cross
section, delta_l phase shifts, kappa inverse screening length of the potential
V(r) = -Z exp(-kappa r)/r. Hartree atomic units inside; SI only for the example.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

pi = np.pi
STEP = 0.01
R = STEP * np.arange(1, 2401)
ELL = np.arange(9)


def scattering(k, charge, kappa, mass=1.0):
    """Phase shifts (l, k) and radial functions (r, l, k), Numerov integration.
    Radial functions tend to sin(kr - l pi/2 + delta)/(kr)."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    l = ELL[:, None]
    potential = -charge * np.exp(-kappa * R) / R
    w = STEP**2 / 12 * (l * (l + 1) / R[:, None, None]**2
                        + 2 * mass * potential[:, None, None] - k**2)
    u = np.empty_like(w)
    a1 = -mass * charge / (l + 1)
    a2 = (-2 * mass * charge * a1 + 2 * mass * charge * kappa - k**2) / (4 * l + 6)
    for i in (0, 1):
        u[i] = float(i + 1)**(l + 1) * (1 + a1 * R[i] + a2 * R[i]**2)
    for i in range(1, len(R) - 1):
        u[i + 1] = ((2 + 10 * w[i]) * u[i] - (1 - w[i - 1]) * u[i - 1]) / (1 - w[i + 1])
    radial = u / R[:, None, None]
    ia, ib = len(R) - 1, len(R) - 151
    ja, jb = spherical_jn(l, k * R[ia]), spherical_jn(l, k * R[ib])
    ya, yb = spherical_yn(l, k * R[ia]), spherical_yn(l, k * R[ib])
    ra, rb = radial[ia], radial[ib]
    delta = np.arctan((ra * jb - rb * ja) / (ra * yb - rb * ya))
    delta[0] = np.mod(delta[0], pi)
    amplitude = ra / (ja * np.cos(delta) - ya * np.sin(delta))
    return delta, radial / amplitude


def transport_section(k, delta):
    diff = delta[:-1] - delta[1:]
    return 4 * pi / np.asarray(k)**2 * np.sum((ELL[:-1, None] + 1) * np.sin(diff)**2, axis=0)


def real_space_force(k, charge, kappa):
    """Integral of |psi_k|^2 dV/dz over space, for unit incident density."""
    delta, radial = scattering(k, charge, kappa)
    slope_r2 = charge * np.exp(-kappa * R) * (1 + kappa * R)
    integrand = slope_r2[:, None, None] * radial[:, :-1] * radial[:, 1:]
    integrand = np.concatenate([np.zeros_like(integrand[:1]), integrand])
    overlap = simpson(integrand, dx=STEP, axis=0)
    diff = delta[:-1] - delta[1:]
    return 8 * pi * np.sum((ELL[:-1, None] + 1) * np.sin(diff) * overlap, axis=0)


def shifted_sphere_force(force_per_state, k_fermi, v):
    """Sum of state forces over a Fermi sphere displaced by v (v < k_fermi)."""
    x, wt = np.polynomial.legendre.leggauss(24)
    k = k_fermi + v * x
    mu0 = (k**2 + v**2 - k_fermi**2) / (2 * k * v)
    return np.sum(v * wt * k**2 * force_per_state(k) * (1 - mu0**2)) / (4 * pi**2)


def friedel_kappa(k_fermi, charge, mass=1.0):
    def excess(kappa):
        delta = scattering(k_fermi, charge, kappa, mass)[0][:, 0]
        return 2 / pi * np.sum((2 * ELL + 1) * delta) - charge
    return brentq(excess, 0.6, 4.0, xtol=1e-10)


def pair_transfer(k, distance, phase1, phase2):
    """Momentum transfer along the axis of two s-wave scatterers, exact multiple
    scattering, as a function of the incident direction cosine."""
    mu, wt = np.polynomial.legendre.leggauss(80)
    hop = -np.exp(1j * k * distance) / distance
    inverse = np.array([[k / (np.exp(1j * phase1) * np.sin(phase1)), hop],
                        [hop, k / (np.exp(1j * phase2) * np.sin(phase2))]])
    wave = np.exp(1j * k * distance * np.outer([0, 1], mu))
    f = wave.conj().T @ np.linalg.inv(inverse) @ wave
    transfer = 2 * pi * np.sum(wt[:, None] * (mu[None, :] - mu[:, None]) * abs(f)**2, axis=0)
    return mu, wt, transfer


def pair_section(k, distance, phase1, phase2):
    mu, wt, transfer = pair_transfer(k, distance, phase1, phase2)
    return 1.5 * np.sum(wt * mu * transfer)


# Inputs of the example: rough, round values for a line under accelerated test
n_cm3, j_MA_cm2, rho_uohm_cm, temperature = 8e22, 2.0, 4.0, 573.0
charge, hop_nm, band_mass, ion_mass_u = 1.0, 0.25, 1.3, 60.0
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
v_atomic = const.physical_constants["atomic unit of velocity"][0]
e = const.e
n_si = n_cm3 * 1e6
n = n_si * a0**3
kF = (3 * pi**2 * n)**(1 / 3)

# Test: boosted wave function obeys the equation with the moving potential
X, x, t, v = sp.symbols("X x t v", real=True)
phi = sp.exp(-X**2 * (1 + sp.I * t)) + t * X
pot = -sp.exp(-X**2) + X / 3
rest = sp.I * sp.diff(phi, t) + sp.diff(phi, X, 2) / 2 - pot * phi
boost = sp.exp(sp.I * (v * x - v**2 * t / 2))
psi = boost * phi.subs(X, x - v * t)
moving = (sp.I * sp.diff(psi, t) + sp.diff(psi, x, 2) / 2
          - pot.subs(X, x - v * t) * psi)
for point in ({x: 0.7, t: 0.4, v: 1.3}, {x: -0.9, t: 1.1, v: 0.6}):
    gap = (moving - boost * rest.subs(X, x - v * t)).subs(point)
    assert abs(complex(sp.N(gap))) < 1e-11

# Screened ion of the example
kappa = friedel_kappa(kF, charge)
delta = scattering(kF, charge, kappa)[0]
sigma = float(transport_section(kF, delta)[0])
eta = n * kF * sigma

# Test: branch of the phase shifts by continuity in the strength of the potential
scales = np.linspace(0.05, 1.0, 20)
path = np.array([scattering(kF, s * charge, kappa)[0][:, 0] for s in scales])
unwrapped = np.unwrap(2 * path, axis=0) / 2
assert np.max(abs(unwrapped[0])) < 0.3
assert np.max(abs(unwrapped[-1] - delta[:, 0])) < 1e-9

# Test: phase-shift formula against the angular integral of |f|^2 (1 - cos)
mu, wt = np.polynomial.legendre.leggauss(60)
amp = sum((2 * l + 1) * np.exp(1j * delta[l, 0]) * np.sin(delta[l, 0])
          * eval_legendre(l, mu) for l in ELL) / kF
sigma_angle = 2 * pi * np.sum(wt * (1 - mu) * abs(amp)**2)
# the two sums treat the last retained partial wave differently
assert abs(sigma_angle / sigma - 1) < 1e-5

# Test: force from the electron density equals k^2 sigma_tr
force_state = float(real_space_force(kF, charge, kappa)[0])
assert abs(force_state / (kF**2 * sigma) - 1) < 1e-5

# Test: density force summed over the shifted sphere equals n kF sigma_tr v
v_small = 0.01 * kF
wind_sum = shifted_sphere_force(lambda k: real_space_force(k, charge, kappa), kF, v_small)
# remaining difference is of relative order (v/vF)^2
assert abs(wind_sum / (eta * v_small) - 1) < 1e-3

# Test: isotropic incidence gives no net force, though opposite beams do not cancel
mu_p, wt_p, transfer = pair_transfer(1.0, 2.0, 0.4, 1.1)
scale = np.sum(wt_p * abs(transfer))
assert abs(np.sum(wt_p * transfer)) < 1e-10 * scale
assert np.max(abs(transfer + transfer[::-1])) > 1e-3 * scale
single = 4 * pi * np.sin(0.4)**2
assert abs(pair_section(1.0, 2.0, 0.4, 1e-8) / single - 1) < 1e-6


# Test: laboratory energy loss (Pauli blocking) equals ion-frame force, Born level
def born_force_state(k):
    c, wc = np.polynomial.legendre.leggauss(80)
    q2 = 2 * k[:, None]**2 * (1 - c)
    f_born = 2 * charge / (q2 + kappa**2)
    return k**2 * 2 * pi * np.sum(wc * (1 - c) * f_born**2, axis=1)


v_fast = 0.3 * kF
ion_frame = shifted_sphere_force(born_force_state, kF, v_fast)
nq, nmu = 1600, 500
q_max = 2 * (kF + v_fast)
q = ((np.arange(nq) + 0.5) * q_max / nq)[:, None]
cosine = ((np.arange(nmu) + 0.5) / nmu)[None, :]
nu_minus = v_fast * cosine / kF - q / (2 * kF)
nu_plus = v_fast * cosine / kF + q / (2 * kF)
loss = kF**2 / (4 * pi * q) * (np.maximum(1 - nu_minus**2, 0)
                               - np.maximum(1 - nu_plus**2, 0))
v_q = 4 * pi * charge / (q**2 + kappa**2)
lab_frame = np.sum(q**3 * v_q**2 * cosine * loss) * q_max / nq / nmu / (2 * pi**2)
# midpoint sums over kinked integrands limit the agreement
assert abs(lab_frame / ion_frame - 1) < 2e-4
born_eta = n / kF * float(born_force_state(np.array([kF]))[0])

# Example in engineering units
j_si, rho_si = j_MA_cm2 * 1e10, rho_uohm_cm * 1e-8
drift = j_si / (n_si * e)
field = rho_si * j_si
eta_si = eta * const.hbar / a0**2
force = eta_si * drift
wind_valence = -force / (e * field)
v_fermi = kF * v_atomic
mean_free_path = v_fermi * const.m_e / (n_si * e**2 * rho_si)
assert abs(-n_si * sigma * a0**2 * mean_free_path / wind_valence - 1) < 1e-6
force_ueV_nm = force / e * 1e-9 * 1e6
kT_eV = const.k * temperature / e

# Sizes of neglected effects
kappa_tf = np.sqrt(4 * kF / pi)
sigma_tf = float(transport_section(kF, scattering(kF, charge, kappa_tf)[0])[0])
kappa_band = friedel_kappa(kF, charge, band_mass)
sigma_band = float(transport_section(kF, scattering(kF, charge, kappa_band, band_mass)[0])[0])
s_phase = float(delta[0, 0])
s_section = 4 * pi * np.sin(s_phase)**2 / kF**2
pair_ratio = pair_section(kF, hop_nm * 1e-9 / a0, s_phase, s_phase) / (2 * s_section)
kT = const.k * temperature / hartree
fermi_energy = kF**2 / 2
chem = fermi_energy * (1 - pi**2 / 12 * (kT / fermi_energy)**2)
z = np.linspace(-20, 20, 81)
k_th = np.sqrt(2 * (chem + kT * z))
weight = 1 / (4 * np.cosh(z / 2)**2)
sigma_th = transport_section(k_th, scattering(k_th, charge, kappa)[0])
thermal_ratio = np.sum(weight * k_th**4 * sigma_th) / np.sum(weight) / (kF**4 * sigma)
ion_speed = np.sqrt(3 * const.k * temperature / (ion_mass_u * const.atomic_mass))

print(f"electron density: {n_cm3:.2e} cm^-3")
print(f"current density: {j_MA_cm2:.1f} MA/cm^2")
print(f"resistivity: {rho_uohm_cm:.1f} uohm cm")
print(f"temperature: {temperature:.0f} K")
print(f"ion charge Z: {charge:.0f} e")
print(f"density n: {n:.6f} a.u.")
print(f"Fermi wave number kF: {kF:.5f} a.u.")
print(f"Fermi energy: {fermi_energy * hartree / e:.3f} eV")
print(f"Fermi speed: {v_fermi:.4e} m/s")
print(f"kappa from Friedel sum rule: {kappa:.5f} a.u.")
for l in range(5):
    print(f"phase shift l={l}: {delta[l, 0]:.5f} rad")
print(f"Friedel sum: {2 / pi * np.sum((2 * ELL + 1) * delta[:, 0]):.6f}")
print(f"sigma_tr, phase shifts: {sigma:.5f} a.u. = {sigma * a0**2 * 1e18:.5f} nm^2")
print(f"sigma_tr, angular integral: {sigma_angle:.5f} a.u.")
print(f"state force, from density: {force_state:.6f} a.u.")
print(f"state force, kF^2 sigma_tr: {kF**2 * sigma:.6f} a.u.")
print(f"friction coefficient eta: {eta:.6f} a.u. = {eta_si:.4e} kg/s")
print(f"shifted-sphere force / v at v=0.01 vF: {wind_sum / v_small:.6f} a.u.")
print(f"Born force at 0.3 vF, laboratory frame: {lab_frame:.6f} a.u.")
print(f"Born force at 0.3 vF, ion frame: {ion_frame:.6f} a.u.")
print(f"Born force at 0.3 vF / linear law: {ion_frame / (born_eta * v_fast):.4f}")
print(f"Born eta / full eta: {born_eta / eta:.4f}")
print(f"drift velocity: {drift * 100:.2f} cm/s")
print(f"electric field: {field / 100:.2f} V/cm")
print(f"wind force: {force_ueV_nm:.3f} ueV/nm = {force:.4e} N")
print(f"mean free path: {mean_free_path * 1e9:.3f} nm")
print(f"wind valence Z_w: {wind_valence:.2f}")
print(f"hop length: {hop_nm:.2f} nm")
print(f"wind work per hop: {force_ueV_nm * hop_nm:.3f} ueV")
print(f"thermal energy kT: {kT_eV * 1000:.2f} meV")
print(f"wind work per hop / kT: {force_ueV_nm * hop_nm * 1e-6 / kT_eV:.3e}")
print(f"neglected: bare direct force / wind force: {charge / abs(wind_valence):.4f}")
print(f"Thomas-Fermi kappa: {kappa_tf:.5f} a.u.")
print(f"eta ratio, Thomas-Fermi / Friedel kappa: {sigma_tf / sigma:.4f}")
print(f"band mass tried: {band_mass:.1f} m_e")
print(f"eta ratio, band mass / free mass: {sigma_band / sigma:.4f}")
print(f"pair force / two single forces, s wave, at hop length: {pair_ratio:.4f}")
print(f"thermal smearing, relative change of eta: {thermal_ratio - 1:.2e}")
print(f"drift speed / Fermi speed: {drift / v_fermi:.2e}")
print(f"ion mass tried: {ion_mass_u:.0f} u")
print(f"ion thermal speed / Fermi speed: {ion_speed / v_fermi:.2e}")
print(f"screening length / mean free path: {a0 / kappa / mean_free_path:.2e}")
print("all good")
```

Running it gives:

```
electron density: 8.00e+22 cm^-3
current density: 2.0 MA/cm^2
resistivity: 4.0 uohm cm
temperature: 573 K
ion charge Z: 1 e
density n: 0.011855 a.u.
Fermi wave number kF: 0.70540 a.u.
Fermi energy: 6.770 eV
Fermi speed: 1.5432e+06 m/s
kappa from Friedel sum rule: 1.15376 a.u.
phase shift l=0: 1.10756 rad
phase shift l=1: 0.11338 rad
phase shift l=2: 0.01822 rad
phase shift l=3: 0.00342 rad
phase shift l=4: 0.00068 rad
Friedel sum: 1.000000
sigma_tr, phase shifts: 18.22141 a.u. = 0.05103 nm^2
sigma_tr, angular integral: 18.22141 a.u.
state force, from density: 9.066888 a.u.
state force, kF^2 sigma_tr: 9.066886 a.u.
friction coefficient eta: 0.152375 a.u. = 5.7384e-15 kg/s
shifted-sphere force / v at v=0.01 vF: 0.152370 a.u.
Born force at 0.3 vF, laboratory frame: 0.013755 a.u.
Born force at 0.3 vF, ion frame: 0.013755 a.u.
Born force at 0.3 vF / linear law: 0.9719
Born eta / full eta: 0.4389
drift velocity: 156.04 cm/s
electric field: 8.00 V/cm
wind force: 55.886 ueV/nm = 8.9540e-15 N
mean free path: 17.114 nm
wind valence Z_w: -69.86
hop length: 0.25 nm
wind work per hop: 13.972 ueV
thermal energy kT: 49.38 meV
wind work per hop / kT: 2.830e-04
neglected: bare direct force / wind force: 0.0143
Thomas-Fermi kappa: 0.94771 a.u.
eta ratio, Thomas-Fermi / Friedel kappa: 1.2042
band mass tried: 1.3 m_e
eta ratio, band mass / free mass: 1.2065
pair force / two single forces, s wave, at hop length: 0.8894
thermal smearing, relative change of eta: -6.66e-05
drift speed / Fermi speed: 1.01e-06
ion mass tried: 60 u
ion thermal speed / Fermi speed: 3.16e-04
screening length / mean free path: 2.68e-03
all good
```
